# Why High-Field Polarization Release Returns More Energy in Antiferroelectric Capacitors: test program

```python
"""
Result under test: energy returned by a nonlinear capacitor is the integral
of field E over displacement D on DISCHARGE. At a common endpoint, release
of polarization at higher field returns more energy; delayed charging alone
does not. For small two-state regions with back-switching fields B,
  W_rec = eps*E_max^2/2 + P_s*mean(max(B, 0)).
The charging work has the forward fields F in place of max(B, 0).
P_s: total switching polarization; eps: linear background permittivity.
Fields are in MV/cm, D in uC/cm^2 and energy densities in J/cm^3.
Each distribution of switching fields is uniform: centre +/- half-width.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp, trapezoid

E_MAX = 4.0
P_S = 20.0
EPS_R = 30.0
EPS = epsilon_0 * EPS_R * 1e10  # uC/cm^2 per MV/cm
D_MAX = EPS * E_MAX + P_S
W_BACKGROUND = EPS * E_MAX**2 / 2
W_LINEAR = E_MAX * D_MAX / 2
FIELD = np.linspace(0.0, E_MAX, 4001)

# name: (forward centre, back centre, half-width)
CASES = {
    "late": (3.4, 2.4, 0.3),
    "early": (1.5, 0.5, 0.3),
    "late charging only": (3.4, 0.5, 0.3),
    "partly remanent": (1.5, 0.1, 0.3),
    "fully remanent": (1.5, -1.0, 0.3),
    "half-field release": (3.0, 2.0, 0.3),
    "narrow": (2.2, 1.2, 0.1),
    "broad": (2.6, 1.6, 1.0),
}


def simulate_loop(forward, back, half_width, count=3000):
    """Sweep individual regions up and down; return both D branches."""
    shift = half_width * (2 * (np.arange(count) + 0.5) / count - 1)
    on_field, off_field = forward + shift, back + shift
    polarized = np.zeros(count, dtype=bool)
    up, down = [], []
    for field in FIELD:
        polarized |= field >= on_field
        up.append(EPS * field + P_S * polarized.mean())
    for field in FIELD[::-1]:
        polarized &= field > off_field
        down.append(EPS * field + P_S * polarized.mean())
    return np.array(up), np.array(down)


def mean_positive(centre, half_width):
    """Mean of max(B, 0) for the uniform distribution."""
    if centre >= half_width:
        return centre
    if centre <= -half_width:
        return 0.0
    return (centre + half_width)**2 / (4 * half_width)


# Loop work by direct integration, compared with the averages.
results = {}
for name, (forward, back, width) in CASES.items():
    up, down = simulate_loop(forward, back, width)
    w_in = trapezoid(FIELD, up)
    w_rec = -trapezoid(FIELD[::-1], down)
    assert abs(up[-1] - D_MAX) < 1e-9
    assert abs(down[0] - D_MAX) < 1e-9
    # Field step 0.001 MV/cm limits the location of each switching event.
    assert abs(w_in - W_BACKGROUND - P_S * forward) < 0.02
    predicted = W_BACKGROUND + P_S * mean_positive(back, width)
    assert abs(w_rec - predicted) < 0.02
    results[name] = dict(w_in=w_in, w_rec=w_rec, d_rem=down[-1],
                         down=down[::-1])

late, early = results["late"], results["early"]
charge_only = results["late charging only"]
narrow, broad = results["narrow"], results["broad"]

# Same returned charge and same loss, but different returned energy.
assert abs(late["d_rem"]) < 1e-9 and abs(early["d_rem"]) < 1e-9
assert np.all(late["down"] <= early["down"] + 1e-9)
assert late["w_rec"] > early["w_rec"] + 1
late_loss = late["w_in"] - late["w_rec"]
early_loss = early["w_in"] - early["w_rec"]
assert abs(late_loss - early_loss) < 0.04

# Delaying only the charging branch leaves the returned energy unchanged.
assert abs(charge_only["w_rec"] - early["w_rec"]) < 0.02
assert charge_only["w_in"] > early["w_in"] + 1

# The linear capacitor is matched when the mean release field is E_MAX/2.
assert abs(results["half-field release"]["w_rec"] - W_LINEAR) < 0.02
assert late["w_rec"] > W_LINEAR > early["w_rec"]

# Crossing branches: later onset in the narrow film, yet less energy.
branch_gap = narrow["down"] - broad["down"]
assert branch_gap.max() > 1 and branch_gap.min() < -1
assert CASES["narrow"][0] - CASES["narrow"][2] > \
    CASES["broad"][0] - CASES["broad"][2]
assert broad["w_rec"] > narrow["w_rec"] + 1

# Independent time-domain discharge through a resistor, in SI units.
THICKNESS = 10e-9
AREA = (100e-6)**2
RESISTANCE = 1e3
VOLUME = THICKNESS * AREA


def resistor_heat(back, half_width):
    """Joule heat delivered while the capacitor voltage decays."""
    def rates(time, state):
        voltage = state[0]
        field = voltage / THICKNESS / 1e8
        slope = EPS
        if abs(field - back) < half_width:
            slope += P_S / (2 * half_width)
        capacitance = slope * 1e-10 * AREA / THICKNESS
        return [-voltage / (RESISTANCE * capacitance),
                voltage**2 / RESISTANCE]

    start = [E_MAX * 1e8 * THICKNESS, 0.0]
    solution = solve_ivp(rates, (0, 15e-6), start, max_step=2e-8,
                         rtol=1e-7, atol=[1e-9, 1e-16])
    assert solution.success and abs(solution.y[0, -1]) < 1e-5
    return solution.y[1, -1]


heat_late = resistor_heat(*CASES["late"][1:])
heat_early = resistor_heat(*CASES["early"][1:])
density_late = heat_late / VOLUME * 1e-6
density_early = heat_early / VOLUME * 1e-6
area_between = trapezoid(early["down"] - late["down"], FIELD)
assert abs(density_late - late["w_rec"]) < 0.05
assert abs(density_early - early["w_rec"]) < 0.05
assert abs(density_late - density_early - area_between) < 0.05

print(f"Maximum field: {E_MAX:.1f} MV/cm")
print(f"Background relative permittivity: {EPS_R:.0f}")
print(f"Switching polarization: {P_S:.1f} uC/cm^2")
print(f"Background charge at maximum: {EPS * E_MAX:.2f} uC/cm^2")
print(f"Final charge, all films: {D_MAX:.2f} uC/cm^2")
print(f"Background energy: {W_BACKGROUND:.2f} J/cm^3")
print(f"Linear capacitor, same endpoint: {W_LINEAR:.2f} J/cm^3")
print(f"Its relative permittivity: {EPS_R * D_MAX / (EPS * E_MAX):.1f}")
print(f"Ceiling for release: {W_BACKGROUND + P_S * E_MAX:.2f} J/cm^3")
for name, (forward, back, width) in CASES.items():
    row = results[name]
    returned = D_MAX - row["d_rem"]
    print(f"[{name}] forward {forward:.1f}, back {back:.1f}, "
          f"half-width {width:.1f} MV/cm")
    print(f"  input {row['w_in']:.2f}, returned {row['w_rec']:.2f}, "
          f"not returned {row['w_in'] - row['w_rec']:.2f} J/cm^3")
    print(f"  efficiency {100 * row['w_rec'] / row['w_in']:.1f} %, "
          f"remanent charge {abs(row['d_rem']):.2f} uC/cm^2")
    print(f"  returned charge {returned:.2f} uC/cm^2, "
          f"mean discharge field {row['w_rec'] / returned:.3f} MV/cm")
print(f"Area between late and early: {area_between:.2f} J/cm^3")
print(f"Late/early returned energy: {late['w_rec'] / early['w_rec']:.2f}")
print(f"Load test: thickness {THICKNESS * 1e9:.0f} nm, "
      f"side {AREA**0.5 * 1e6:.0f} um, resistor {RESISTANCE:.0f} ohm")
print(f"Resistor heat, late: {heat_late * 1e9:.3f} nJ")
print(f"Resistor heat, early: {heat_early * 1e9:.3f} nJ")
print(f"Heat per volume, late: {density_late:.2f} J/cm^3")
print(f"Heat per volume, early: {density_early:.2f} J/cm^3")
print("OK")
```

Printed output:

```
Maximum field: 4.0 MV/cm
Background relative permittivity: 30
Switching polarization: 20.0 uC/cm^2
Background charge at maximum: 10.63 uC/cm^2
Final charge, all films: 30.63 uC/cm^2
Background energy: 21.25 J/cm^3
Linear capacitor, same endpoint: 61.25 J/cm^3
Its relative permittivity: 86.5
Ceiling for release: 101.25 J/cm^3
[late] forward 3.4, back 2.4, half-width 0.3 MV/cm
  input 89.25, returned 69.25, not returned 20.00 J/cm^3
  efficiency 77.6 %, remanent charge 0.00 uC/cm^2
  returned charge 30.63 uC/cm^2, mean discharge field 2.261 MV/cm
[early] forward 1.5, back 0.5, half-width 0.3 MV/cm
  input 51.25, returned 31.25, not returned 20.00 J/cm^3
  efficiency 61.0 %, remanent charge 0.00 uC/cm^2
  returned charge 30.63 uC/cm^2, mean discharge field 1.020 MV/cm
[late charging only] forward 3.4, back 0.5, half-width 0.3 MV/cm
  input 89.25, returned 31.25, not returned 58.00 J/cm^3
  efficiency 35.0 %, remanent charge 0.00 uC/cm^2
  returned charge 30.63 uC/cm^2, mean discharge field 1.020 MV/cm
[partly remanent] forward 1.5, back 0.1, half-width 0.3 MV/cm
  input 51.25, returned 23.92, not returned 27.33 J/cm^3
  efficiency 46.7 %, remanent charge 6.67 uC/cm^2
  returned charge 23.96 uC/cm^2, mean discharge field 0.998 MV/cm
[fully remanent] forward 1.5, back -1.0, half-width 0.3 MV/cm
  input 51.25, returned 21.25, not returned 30.00 J/cm^3
  efficiency 41.5 %, remanent charge 20.00 uC/cm^2
  returned charge 10.63 uC/cm^2, mean discharge field 2.000 MV/cm
[half-field release] forward 3.0, back 2.0, half-width 0.3 MV/cm
  input 81.25, returned 61.25, not returned 20.00 J/cm^3
  efficiency 75.4 %, remanent charge 0.00 uC/cm^2
  returned charge 30.63 uC/cm^2, mean discharge field 2.000 MV/cm
[narrow] forward 2.2, back 1.2, half-width 0.1 MV/cm
  input 65.25, returned 45.25, not returned 20.00 J/cm^3
  efficiency 69.3 %, remanent charge 0.00 uC/cm^2
  returned charge 30.63 uC/cm^2, mean discharge field 1.478 MV/cm
[broad] forward 2.6, back 1.6, half-width 1.0 MV/cm
  input 73.25, returned 53.25, not returned 19.99 J/cm^3
  efficiency 72.7 %, remanent charge 0.00 uC/cm^2
  returned charge 30.63 uC/cm^2, mean discharge field 1.739 MV/cm
Area between late and early: 38.00 J/cm^3
Late/early returned energy: 2.22
Load test: thickness 10 nm, side 100 um, resistor 1000 ohm
Resistor heat, late: 6.925 nJ
Resistor heat, early: 3.125 nJ
Heat per volume, late: 69.25 J/cm^3
Heat per volume, early: 31.25 J/cm^3
OK
```
